# Why ten in the lucky-electron exponent means fivefold weaker ionization at 500 K

## Question

I am working on impact ionization in wide-gap power devices and cannot finish this exercise:

> Phonons of energy 0.1 eV limit the mean free path of hot electrons, with the Crowell-Sze temperature dependence. The lucky-electron exponent is 10 at 300 K. Show that ionization is roughly five times weaker at 500 K.

I know that the lucky-electron probability is $e^{-E_i/(F\lambda)}$, and that the Crowell-Sze path is $\lambda=\lambda_0\tanh(E_p/2kT)$. Three things stop me.

1. I am given neither the threshold $E_i$, nor the field $F$, nor $\lambda_0$.
2. The hyperbolic tangent changes by less than 15% between the two temperatures. How can that become a factor of five?
3. I don't know what stands in front of the exponential, or whether it depends on temperature.

I would also like to know how far to trust the answer for something like a gallium nitride device.

## Answer

The missing quantities cancel, the exponential amplifies the small change, and the prefactor can be derived. The factor of five does follow from the lucky-electron model, but that model makes a strong assumption about collisions, and the factor depends on it.

I use atomic units in the algebra, so $F$ is both the field and the magnitude of the force on an electron. $kT$ is an energy. The field and the threshold are held fixed when the temperature changes, until I say otherwise.

### Where the hyperbolic tangent comes from

Take one phonon branch of energy $E_p$ and write $b=E_p/kT$. A mode holding $m$ phonons has the Boltzmann weight $e^{-bm}$. With $Z=\sum_m e^{-bm}=1/(1-e^{-b})$, the mean occupation is

$$
n=-\frac{d\ln Z}{db}=\frac{e^{-b}}{1-e^{-b}}=\frac{1}{e^{b}-1}.
$$

The squared matrix element for absorbing a phonon from a mode with $m$ phonons is proportional to $m$, and that for emitting one to $m+1$. Their thermal averages are $n$ and $n+1$. If the electron energy is much larger than $E_p$, the final states after emission and absorption have nearly the same density, so the total scattering rate is proportional to

$$
n+(n+1)=2n+1=\frac{2}{e^b-1}+1=\frac{e^b+1}{e^b-1}=\coth\frac{b}{2}.
$$

The last equality follows on dividing numerator and denominator by $e^{b/2}$. The mean free path is speed divided by rate. At a given electron energy the speed does not depend on temperature in this model, so

$$
\lambda(T)=\frac{\lambda_0}{2n+1}=\lambda_0\tanh\frac{E_p}{2kT}.
$$

Here $\lambda_0$ is the path at zero temperature, where emission remains possible but there is nothing to absorb.

### The coefficient, including its prefactor

The lucky-electron model says that an electron starts from rest and is accelerated along the force. It ionizes if it reaches the energy $E_i$ without a collision. A collision before that sends it back to rest. This last assumption is the strong one.

The distance needed to reach threshold is $d=E_i/F$. Take $\lambda$ to be independent of the electron energy. The chance of surviving a distance $z$ without a collision is then $e^{-z/\lambda}$, so the chance that a flight ends in ionization is

$$
P=e^{-d/\lambda}=e^{-x},\qquad x=\frac{E_i}{F\lambda}.
$$

A flight ends either at a collision, at $z<d$, or at $z=d$. Its mean length is therefore

$$
\bar z=\int_0^d z\,\frac{e^{-z/\lambda}}{\lambda}\,dz+d\,e^{-d/\lambda}.
$$

Integrating the first term by parts gives $-d\,e^{-d/\lambda}+\int_0^d e^{-z/\lambda}dz$. The boundary term cancels the second term of $\bar z$, leaving

$$
\bar z=\int_0^d e^{-z/\lambda}\,dz=\lambda\left(1-e^{-x}\right).
$$

Every flight begins afresh, so the number of ionizations per unit drift length is the chance per flight divided by the mean advance per flight:

$$
\alpha=\frac{P}{\bar z}=\frac{e^{-x}}{\lambda(1-e^{-x})}=\frac{1}{\lambda\,(e^{x}-1)}.
$$

For $x\gg1$ this is $e^{-x}/\lambda$. The prefactor does depend on temperature: a shorter path gives more fresh starts per unit length, which slightly offsets the smaller chance of success.

### The missing quantities cancel

Let the subscripts $c$ and $h$ mean 300 K and 500 K. With $E_i$ and $F$ fixed,

$$
r\equiv\frac{x_h}{x_c}=\frac{\lambda_c}{\lambda_h}
=\frac{\tanh(E_p/2kT_c)}{\tanh(E_p/2kT_h)}.
$$

The thermal energies are $kT_c=0.02585$ eV and $kT_h=0.04309$ eV. For $E_p=0.1$ eV the occupations are 0.0213 and 0.1089, and the hyperbolic tangents are 0.9591 and 0.8212. Hence

$$
r=\frac{0.9591}{0.8212}=1.168,\qquad x_h=1.168\times10=11.68.
$$

If the prefactor is treated as constant, ionization weakens by

$$
e^{x_h-x_c}=e^{1.68}=5.4.
$$

With the derived prefactor, the weakening is

$$
\frac{\alpha_c}{\alpha_h}=\frac{\lambda_h}{\lambda_c}\,\frac{e^{x_h}-1}{e^{x_c}-1}
\simeq\frac{e^{x_h-x_c}}{r}=\frac{5.36}{1.168}=4.6.
$$

The two values lie on either side of five, which is the result asked for.

This also settles your second difficulty. The exponent rises by 17%, but 17% of ten is 1.7, and it is this absolute change that is exponentiated. The starting exponent therefore matters. For the same phonons and temperatures, the formula with its prefactor gives a weakening of about 2.0 if $x_c=5$, and about 11 if $x_c=15$. At fixed $\lambda$, a higher field means a smaller $x$ and a weaker temperature dependence.

Two limits show what the phonon energy does. If $E_p\gg kT$ at both temperatures, both tangents approach one and ionization hardly changes, because there are few phonons to absorb. If $E_p\ll kT$, then $\tanh(E_p/2kT)\simeq E_p/2kT$ and $\lambda\propto1/T$. The exponent would then rise from 10 to $10\times500/300=16.7$, and $\alpha$ would fall by about $e^{6.67}/1.67\approx470$. Phonons of 0.1 eV lie much nearer the first limit, but not so near that the answer is insensitive to $E_p$: replacing 0.1 eV by 0.09 eV raises the weakening of $\alpha$ from 4.6 to 6.5.

### An example with device numbers

Take $E_i=5$ eV and a field of 2.5 MV/cm, which are rough values in the regime of gallium nitride power devices. The force is 0.25 eV/nm, so the threshold is reached after

$$
d=\frac{5}{0.25}=20\ \text{nm}.
$$

An exponent of 10 requires $\lambda_c=20/10=2.0$ nm. The zero-temperature path is then $2.0/0.9591=2.09$ nm, and the path at 500 K is $2.085\times0.8212=1.71$ nm. The coefficients are

$$
\alpha_c=\frac{1}{\lambda_c(e^{10}-1)}=227\ \text{cm}^{-1},\qquad
\alpha_h=\frac{1}{\lambda_h(e^{11.68}-1)}=50\ \text{cm}^{-1}.
$$

How much more field would restore the 300 K coefficient at 500 K? Solving $\alpha_c=1/[\lambda_h(e^{x'}-1)]$ gives

$$
x'=\ln\left(1+\frac{1}{\alpha_c\lambda_h}\right)=10.16,\qquad
F'=\frac{E_i}{\lambda_h x'}=0.288\ \text{eV/nm}.
$$

That is 2.88 MV/cm, or 15% more than before. A fivefold change in the coefficient thus corresponds to a modest change in field. This compares equal coefficients with a fixed threshold; it is not a prediction of a breakdown voltage, which also depends on holes and on the field profile.

### Corrections that keep the lucky-electron picture

**The gap shrinks on heating.** Suppose that it falls by roughly 0.5 meV/K and that the threshold follows as 1.5 times the gap. Between 300 K and 500 K the threshold drops by $1.5\times0.0005\times200=0.15$ eV. The hot exponent becomes $4.85/(0.25\times1.712)=11.3$ instead of 11.7, and the weakening falls from 4.6 to 3.2. The fixed threshold is therefore a substantial assumption.

**Emission and absorption lead to different final energies.** In a parabolic band the density of states goes as the square root of energy, so at electron energy $E$ the factor $2n+1$ is replaced by

$$
(n+1)\sqrt{1-E_p/E}+n\sqrt{1+E_p/E}.
$$

At $E=2.5$ eV, half the threshold, this changes the weakening from 4.6 to 4.7. The correction is larger at low energy: applied over the whole flight from rest, with no emission below $E_p$ and the 300 K exponent kept at 10, it gives 5.0. That is still a small change.

**Electrons can also tunnel across the gap.** For a gap $E_g$ and mass $m$, take the two-band decay constant $\kappa=\sqrt{2m\,\varepsilon(E_g-\varepsilon)/E_g}$, where $\varepsilon$ runs from 0 to $E_g$ across the barrier. Since $dx=d\varepsilon/F$, the tunnelling exponent is

$$
2\int\kappa\,dx=\frac{2}{F}\sqrt{\frac{2m}{E_g}}\int_0^{E_g}\!\sqrt{\varepsilon(E_g-\varepsilon)}\,d\varepsilon
=\frac{\pi\sqrt{2m}\,E_g^{3/2}}{4F}.
$$

The integral is the area of a half-disc of radius $E_g/2$, namely $\pi E_g^2/8$. With a rough gap of 3.4 eV and a mass of 0.2 electron masses, the exponent is 45. A transmission of order $e^{-45}$ makes direct tunnelling through a perfect crystal unimportant at this field. This estimate does not cover defects.

### The assumption that every collision stops the electron

The model says that a collision stops the electron. A phonon cannot take that much energy. Emission removes $E_p$ and absorption adds it, so the mean loss per collision is

$$
E_r=E_p\,\frac{(n+1)-n}{2n+1}=E_p\tanh\frac{E_p}{2kT},
$$

or 0.096 eV at 300 K. Over one 2 nm path along the force, the electron gains $0.25\times2=0.5$ eV. It can therefore build up energy over many flights, even though collisions keep turning it around.

When the turning is strong, this heating can be estimated. Write the occupation as $f_0(E)+\mu f_1(E)$, where $\mu$ is the cosine of the angle between the velocity and the force, and $f_1$ is small. An electron of speed $v$ gains energy at the rate $Fv\mu$, while isotropic collisions remove the directional part at the rate $v/\lambda$. To first order in the anisotropy,

$$
Fv\mu\,\frac{df_0}{dE}=-\frac{v}{\lambda}\,\mu f_1
\quad\Rightarrow\quad f_1=-F\lambda\,\frac{df_0}{dE}.
$$

The field carries electrons upward in energy with a current, per state, equal to the angular average of $Fv\mu\,(f_0+\mu f_1)$. Since $\mu$ averages to zero and $\mu^2$ to $1/3$, this is $Fvf_1/3$. Phonons carry electrons down with a current $(v/\lambda)E_rf_0$, if $E_p$ is small on the scale over which $f_0$ varies. Without a net current the two balance:

$$
-\frac{F^2\lambda v}{3}\frac{df_0}{dE}=\frac{v}{\lambda}E_rf_0
\quad\Rightarrow\quad f_0\propto e^{-E/T_e},\qquad T_e=\frac{(F\lambda)^2}{3E_r}.
$$

For $\lambda=2$ nm at 300 K, $T_e=0.25/(3\times0.0959)=0.87$ eV. The exponent for reaching threshold by gradual heating is $E_i/T_e=5.75$, well below the lucky value of 10, so gradual heating is the easier route.

Because $\lambda^2$ carries two factors of the tangent and $E_r$ carries one, $E_i/T_e$ also grows by $r=1.168$ on heating, to 6.72. But the derivation needs $f_1/f_0=F\lambda/T_e=3E_r/(F\lambda)$ to be small, and here it is 0.58. The formula suggests which route is easier, but it cannot be trusted for the ionization coefficient.

I therefore simulated the electrons directly, by a Monte Carlo random walk in three dimensions. The band is parabolic, the mean free path is independent of energy, and scattering is isotropic. Each collision emits or absorbs one 0.1 eV phonon with weights $n+1$ and $n$; an emission that needs more energy than the electron has is skipped, so below 0.1 eV the path is longer. An electron ionizes on reaching 5 eV and restarts from rest, and $\alpha$ is the number of ionizations divided by the net drift length. The field is 2.5 MV/cm throughout, and the path shortens by the factor $1/r$ at 500 K.

As a check of the walk where the heating formula should hold, I took a 4 nm path at 300 K and moved the threshold to 60 eV, out of the way. The anisotropy ratio is then 0.29. In a parabolic band the mean energy should be $\tfrac32T_e$, which is 5.21 eV at 300 K and 4.46 eV at 500 K. The walk gave 5.20 eV and 4.50 eV.

With the 5 eV threshold restored, the walk gave:

| Path at 300 K | $\alpha$ at 300 K | $\alpha$ at 500 K | Weakening |
|---|---|---|---|
| 2.0 nm | $4.6\times10^4$ cm$^{-1}$ | $2.8\times10^4$ cm$^{-1}$ | $1.65\pm0.02$ |
| 1.5 nm | $4.2\times10^3$ cm$^{-1}$ | $1.7\times10^3$ cm$^{-1}$ | $2.5\pm0.1$ |

The uncertainties are one-standard-deviation counting errors; they do not include errors of the model. For example, weighting emission and absorption in the walk by the square-root final-state densities lowers the weakening by about 4% at 2 nm and about 7% at 1.5 nm. For the same 2 nm path, the walk ionizes about 200 times more strongly than the lucky-electron formula at 300 K, and its temperature dependence is much weaker.

The 1.5 nm row carries a further warning. There $E_i/T_e=5.75\times(2/1.5)^2=10.2$ at 300 K, rising to 11.9 at 500 K. The exponential alone would suggest a weakening of about 5.6, yet the walk gives 2.5. The anisotropy ratio is 0.77, so the heating formula is outside its regime, and a bare exponential also leaves out the prefactor. The first cause can be sized. At high energy, trying $f\propto e^{-sE}/(1-a\mu)$ with $a=sF\lambda$ keeps all orders in the anisotropy and requires $\frac{\operatorname{artanh}a}{a}\cdot\frac{(n+1)e^{-sE_p}+n\,e^{sE_p}}{2n+1}=1$. For the 1.5 nm path this gives $sE_i=8.3$ at 300 K and 9.5 at 500 K. The exponent of this row is therefore nearer eight than ten, and the exponential alone weakens by 3.2, closer to the 2.5 of the walk. With a 1.3 nm path $sE_i$ is 10.5 at 300 K, and the walk weakens by about 3.3. In this model an exponent near ten does not by itself give a factor of five.

### What this means for a gallium nitride device

The field of 2.5 MV/cm is close to the breakdown field of gallium nitride, roughly 3 MV/cm, and its polar optical phonon energy is nearer 0.09 eV than 0.1 eV. Within the lucky-electron model, that phonon energy alone moves the weakening to 6.5, while the assumed gap narrowing alone moves it to 3.2.

The 2 nm path needs more care. In a 5 µm layer at uniform field, the lucky-electron coefficient gives $227\times5\times10^{-4}=0.11$ ionizations per electron crossing. The walk with the same path gives 23, which would mean very strong multiplication. So 2 nm should be read as a parameter of the lucky-electron formula, not as a measured distance between collisions that can be carried into a transport simulation. The walk is not a reference for the real material either: at several eV the bands are not parabolic, the path varies with energy, polar optical scattering favours small angles instead of being isotropic, and ionization does not set in abruptly at one energy.

For the exercise, the answer is a weakening of 5.4 from the exponential alone, or 4.6 with the prefactor. How much it matters to give up the complete loss of energy at each collision depends on what is held fixed. At the same 2 nm path the factor falls from 4.6 to 1.65. That comparison is at equal path, not at equal ionization, since the walk then ionizes about 200 times more strongly. With the shorter 1.5 nm path the walk ionizes less and weakens more, by 2.5. If the path is shortened to about 1.2 nm, so that the walk gives the same 227 cm$^{-1}$ at 300 K, the weakening is about 3.8. At equal ionization the collision assumption thus changes the factor less than the assumed gap narrowing (3.2) or a phonon energy of 0.09 eV (6.5). For a device, the path in such a walk would first have to be fitted to a measured coefficient.
